# Phonon Overlap and Acoustic Mobility of a Fang-Howard Inversion Layer, part 1

(Sections cited here and not found follow in the second part.)

## I. The overlap integral and the mobility

### Definitions and conventions

The semiconductor fills $z>0$ and the oxide fills $z<0$. An electron is free to move in the plane, with position $\mathbf r=(x,y)$ and wave vector $\mathbf k$, and is bound in $z$. Its state in a layer of area $A$ is

$$\Psi_{\mathbf k}(\mathbf r,z)=A^{-1/2}e^{i\mathbf k\cdot\mathbf r}\,\psi(z),\qquad \psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2}\quad(z>0),\tag{1}$$

with $\psi=0$ in the oxide. This $\psi$ is the Fang-Howard function. Its one parameter $b>0$ is an inverse length. The crystal has thickness $L$ and volume $V=AL$. A phonon has wave vector $\mathbf q=(\mathbf Q,q_z)$, with $\mathbf Q$ in the plane, and $q=|\mathbf q|$. The overlap with the phonon, the form factor and the effective width are

$$I(q_z)=\int_0^\infty\psi^2e^{iq_zz}\,dz,\qquad F=\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\,|I(q_z)|^2,\qquad W=\frac1F.\tag{2}$$

The factor $1/2\pi$ belongs to the definition of $F$. SI units are used, $e$ is the positive elementary charge, and $k_B$ is Boltzmann's constant.

### Assumptions

**A1.** All electrons are in one subband with energy $E=\hbar^2k^2/2m$ and isotropic in-plane mass $m$. They scatter within this subband and within their own valley.

**A2.** The phonons are longitudinal acoustic modes of an unbounded isotropic crystal with mass density $\rho$ and frequency $\omega=cq$.

**A3.** The coupling energy is $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the displacement and $D$ a constant effective deformation potential. It is not screened.

**A4.** The phonon energies that matter are small compared with $k_BT$ and with the electron energy. Phonon occupation is then classical and scattering is treated as elastic.

**A5.** The scattering is weak enough for the golden rule, and the current is linear in the driving field.

### Theorem

*For the function (1),*

$$F=\int_0^\infty\psi^4\,dz=\frac{3b}{16},\qquad W=\frac{16}{3b}=\frac{16}{9}\langle z\rangle .\tag{3}$$

*Under A1 to A5 the momentum relaxation time $\tau$ and the mobility $\mu$ are*

$$\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho c^2}\,F,\qquad \mu=\frac{e\hbar^3\rho c^2}{m^2D^2k_BT}\,W .\tag{4}$$

*At fixed temperature and fixed material constants, $\mu$ is proportional to the width of the layer.*

The proof uses one integral repeatedly:

$$\int_0^\infty z^ne^{-az}\,dz=\frac{n!}{a^{n+1}},\qquad \operatorname{Re}a>0.\tag{5}$$

It follows from $n$ integrations by parts. The boundary terms vanish at infinity because $\operatorname{Re}a>0$, and at $z=0$ because a power of $z$ remains.

### Lemma 1: normalization and mean depth

*The function (1) is normalized and $\langle z\rangle=3/b$.*

*Proof.* Since $\psi^2=\tfrac12b^3z^2e^{-bz}$, equation (5) with $a=b$ gives

$$\int_0^\infty\psi^2dz=\frac{b^3}{2}\,\frac{2!}{b^3}=1,\qquad \langle z\rangle=\frac{b^3}{2}\,\frac{3!}{b^4}=\frac3b.\qquad\blacksquare$$

### Lemma 2: overlap with one phonon

*The overlap satisfies $|I(q_z)|^2=b^6/(b^2+q_z^2)^3$.*

*Proof.* The phonon factor changes the exponent from $-bz$ to $-(b-iq_z)z$. Equation (5) with $n=2$ and $a=b-iq_z$ gives

$$I(q_z)=\frac{b^3}{2}\,\frac{2}{(b-iq_z)^3}=\frac{b^3}{(b-iq_z)^3}.$$

The squared modulus of $b-iq_z$ is $b^2+q_z^2$, which yields the result. $\blacksquare$

The in-plane state is a plane wave, so in-plane momentum is conserved. The bound state has no definite momentum along $z$, so $q_z$ is not fixed by the electron. The value of $|I|^2$ is 1 at $q_z=0$ and $1/8$ at $|q_z|=b$, so phonons with $|q_z|<b$ do most of the scattering. For $|q_z|\gg b$ the oscillating factor averages the coupling away, and $|I|^2$ falls as $q_z^{-6}$.

### Lemma 3: the form factor

*$F=\int\psi^4dz=3b/16$.*

*Proof.* The first equality holds for any normalized real $\psi$ for which the integrals exist. Writing $|I|^2$ as a double integral and integrating over $q_z$ first gives

$$F=\int\!\!\int\psi^2(z)\psi^2(z')\left[\int\frac{dq_z}{2\pi}e^{iq_z(z-z')}\right]dz\,dz'=\int\psi^4(z)\,dz,$$

because the bracket is $\delta(z-z')$. For the Fang-Howard function $\psi^4=\tfrac14b^6z^4e^{-2bz}$. Equation (5) with $n=4$ and $a=2b$ then gives

$$F=\frac{b^6}{4}\,\frac{4!}{(2b)^5}=\frac{24\,b^6}{128\,b^5}=\frac{3b}{16}.$$

The integral over $q_z$ can also be done directly. Put $q_z=b\tan\theta$, so that $dq_z=b\cos^{-2}\theta\,d\theta$ and $|I|^2=\cos^6\theta$. Then

$$F=\frac{b}{2\pi}\int_{-\pi/2}^{\pi/2}\cos^4\theta\,d\theta
=\frac{b}{2\pi}\int_{-\pi/2}^{\pi/2}\frac{3+4\cos2\theta+\cos4\theta}{8}\,d\theta=\frac{b}{2\pi}\,\frac{3\pi}{8}=\frac{3b}{16}.$$

The two cosine terms integrate to zero over this interval. Lemma 1 gives $b=3/\langle z\rangle$, hence $W=16/(3b)=16\langle z\rangle/9$, which completes (3). $\blacksquare$

If the overlap is defined without the factor $1/2\pi$, its value is $2\pi F=3\pi b/8$. The scattering rate is the same in either convention, provided that the $2\pi$ is kept in the sum over modes.

### Lemma 4: squared matrix element

*Under A2 to A4, the squared matrix element for $\mathbf k\to\mathbf k'$, summed over $q_z$ and over absorption and emission, is*

$$\mathcal M^2=\frac{D^2k_BT}{\rho c^2A}\,F .\tag{6}$$

*Proof.* The displacement is a sum over modes,

$$\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\;\frac{\mathbf q}{q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R}\right),\qquad \mathbf R=(\mathbf r,z).$$

Here $a_{\mathbf q}$ removes a phonon and $a^\dagger_{\mathbf q}$ adds one. The divergence multiplies the two terms by $iq$ and $-iq$. These phases drop out of the squared modulus. With mean occupation $n$, the squared matrix elements are

$$\frac{\hbar D^2q^2}{2\rho V\omega}\,|I(q_z)|^2\times
\begin{cases}n&\text{absorption, }\mathbf k'=\mathbf k+\mathbf Q,\\ n+1&\text{emission, }\mathbf k'=\mathbf k-\mathbf Q.\end{cases}$$

Emission contains $I(-q_z)$, which has the same modulus as $I(q_z)$. For $\hbar\omega\ll k_BT$, both $n$ and $n+1$ are approximately $k_BT/\hbar\omega$. Each process then contributes

$$\frac{\hbar D^2q^2}{2\rho V\omega}\,\frac{k_BT}{\hbar\omega}\,|I|^2=\frac{D^2k_BT}{2\rho Vc^2}\,|I|^2,$$

where $q^2/\omega^2=1/c^2$ has been used. The two processes together give twice this amount. For given $\mathbf k$ and $\mathbf k'$, the vector $\mathbf Q$ is fixed but $q_z$ is free. The sum over $q_z$ becomes $L\int dq_z/2\pi$, and $L/V=1/A$. The remaining integral is $F$. $\blacksquare$

**Remark 1 (physical meaning).** The dependence on $q$ has cancelled: in the classical limit each longitudinal mode contributes the same mean-square dilatation, $k_BT/(\rho c^2V)$. The deformation energy is therefore random in space without correlation between different points, at the resolution where A4 holds. An electron experiences the average of this energy over $z$ with weight $\psi^2$. The variance of such an average contains $\int\psi^4dz$. A wide layer averages over more independent fluctuations, and so scatters less.

### Proof of the mobility formula

Scattering keeps the spin and the valley. The momentum relaxation rate weights each transition by $1-\cos\theta$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$:

$$\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k'}\mathcal M^2(1-\cos\theta)\,\delta(E'-E).$$

The sum over final states becomes

$$\sum_{\mathbf k'}=\frac{A}{4\pi^2}\int k'\,dk'\,d\theta=\frac{A}{4\pi^2}\,\frac{m}{\hbar^2}\int dE'\,d\theta,$$

because $E'=\hbar^2k'^2/2m$ implies $k'dk'=m\,dE'/\hbar^2$. Since $\mathcal M^2$ does not depend on angle, $\int_0^{2\pi}(1-\cos\theta)\,d\theta=2\pi$. Hence

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2k_BTF}{\rho c^2A}\,\frac{Am}{2\pi\hbar^2}=\frac{mD^2k_BT}{\hbar^3\rho c^2}\,F .$$

The area cancels. The cosine term has integrated to zero, so the momentum relaxation rate equals the total scattering rate. It does not depend on energy, because the density of states of a parabolic two-dimensional band is constant.

Now let an electric field $\mathcal E$ act along $x$, so that the force on an electron is $-e\mathcal E$. Write the distribution as $f_0(E)+g$, with $f_0$ the Fermi function and $g$ linear in $\mathcal E$. For elastic scattering with equal forward and reverse rates, the Pauli factors combine as $f(1-f')-f'(1-f)=f-f'$. The collision term of the Boltzmann equation is therefore linear, and for a $g$ proportional to the velocity $v_x$ it equals $-g/\tau$. The steady state obeys

$$-e\mathcal E\,v_x\frac{df_0}{dE}=-\frac g\tau\quad\Longrightarrow\quad g=e\mathcal E\tau\,v_x\frac{df_0}{dE}.$$

Let $N_0$ be the density of states per area, including spin and valleys. The current density is the integral of $-ev_xg$. The mean of $v_x^2$ over directions at energy $E$ is $v^2/2=E/m$, so

$$j=\frac{e^2\mathcal E\tau}{m}N_0\int_0^\infty E\left(-\frac{df_0}{dE}\right)dE=\frac{e^2\mathcal E\tau}{m}N_0\int_0^\infty f_0\,dE=\frac{e^2\tau N_s}{m}\,\mathcal E .$$

The second step is an integration by parts. Its boundary term $-Ef_0$ vanishes at both ends. Since $N_0\int f_0dE$ is the electron density $N_s$ and $j=eN_s\mu\mathcal E$, the mobility is $\mu=e\tau/m$. Inserting $\tau$ gives (4). $\blacksquare$

### Remarks on the theorem

**Remark 2 (degeneracy).** The last step did not assume a Maxwell distribution. Within a single subband and under A1 to A5, filling the band to any degree leaves $\mu$ unchanged at fixed $b$. In a real layer $N_s$ also changes $b$, which is a separate effect.

**Remark 3 (other shapes).** Take any normalized shape $\varphi$ and stretch it to length $\ell$, so that $\psi(z)=\ell^{-1/2}\varphi(z/\ell)$. Then

$$F=\int\ell^{-2}\varphi^4(z/\ell)\,dz=\frac1\ell\int\varphi^4(s)\,ds .$$

The inverse dependence on width is thus common to all families of stretched shapes. The number $3/16$ is special to Fang-Howard. For a hard-wall well of thickness $a$, with $\psi^2=(2/a)\sin^2(\pi z/a)$, the mean of $\sin^4$ is $3/8$, so that $F=(4/a^2)(3a/8)=3/(2a)$. With $\langle z\rangle=a/2$, the product $F\langle z\rangle$ is $3/4$. The Fang-Howard value is $9/16$. Two layers with equal mean depth can therefore have different mobilities.

**Remark 4 (elastic limit).** The rate in (4) was compared with a direct sum over final energies, angles and $q_z$, in which absorption and emission kept their separate Bose factors and energy shifts. The electron energy was $2k_BT$. The sound speed was reduced by a factor of 50 at fixed $\rho c^2$, which makes the energy exchange very small but keeps the coupling. The ratio of the direct sum to (4) was $1.0000$ both for $b=1.82\ \mathrm{nm^{-1}}$ and for twice that value.

**Remark 5 (temperature and wide layers).** At fixed $b$ the mobility varies as $1/T$, because the mean-square strain grows in proportion to $T$. As $b\to0$, formula (4) gives an unlimited mobility. The theorem fails before that limit is reached. The kinetic energy of confinement scales as $\hbar^2b^2/m_z$, where $m_z$ is the mass for motion along $z$. In a wide layer the subbands therefore approach each other, electrons occupy several of them, and A1 no longer holds.

## II. What sets the width, and a silicon layer at 300 K

### Symbols and results carried over

The Fang-Howard function is $\psi=(b^3/2)^{1/2}ze^{-bz/2}$ for $z>0$, with mean depth $\langle z\rangle=3/b$. Its form factor is $F=\int\psi^4dz=3b/16$ and its effective width is $W=1/F$. For a single subband with in-plane mass $m$, deformation potential $D$, mass density $\rho$ and sound speed $c$, elastic acoustic scattering gives

$$\frac1\tau=\frac{mD^2k_BT}{\hbar^3\rho c^2}F,\qquad\mu=\frac{e\tau}{m}\propto W .\tag{7}$$

The parameter $b$ now follows from the electrostatics. Let $N_s$ be the electron density per area, $N_d$ the density per area of ionized acceptors in the depletion layer, $\varepsilon$ the permittivity of the semiconductor and $m_z$ the mass along $z$.

Four further assumptions are made. The charge of the layer acts through its mean field (Hartree approximation). All electrons occupy the lowest subband. The depletion layer is much thicker than the inversion layer. Image forces and penetration into the oxide are left out.

### Lemma 5: energy per electron

*The total energy per electron, apart from terms independent of $b$, is*

$$\mathcal U(b)=\frac{\hbar^2b^2}{8m_z}+\frac{e^2}{\varepsilon b}\left(3N_d+\frac{33}{32}N_s\right).\tag{8}$$

*Proof.* *Kinetic energy.* The derivative is $\psi'=(b^3/2)^{1/2}(1-bz/2)e^{-bz/2}$. Using $\int_0^\infty z^ne^{-bz}dz=n!/b^{n+1}$,

$$\int_0^\infty\psi'^2dz=\frac{b^3}{2}\int_0^\infty\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4}.$$

Multiplication by $\hbar^2/2m_z$ gives the first term of (8).

*Depletion charge.* Its field is nearly constant across the thin inversion layer and equals $eN_d/\varepsilon$. The potential energy is $e^2N_dz/\varepsilon$, with mean $3e^2N_d/(\varepsilon b)$.

*Inversion charge.* Let $R(z)$ be the fraction of electrons deeper than $z$. With $x=bz$,

$$R=\int_x^\infty\tfrac12t^2e^{-t}dt=e^{-x}\left(1+x+\tfrac12x^2\right).$$

The right side has derivative $-\tfrac12x^2e^{-x}$ and vanishes at infinity, as required. The field vanishes deep in the crystal, beyond the depletion layer. By Gauss's law, the electrons deeper than $z$ therefore contribute $eN_sR/\varepsilon$ to the field at $z$. The resulting potential energy is $U_s(z)=(e^2N_s/\varepsilon)\int_0^zR\,dz'$. In its mean, exchange the order of integration. The integral of $\psi^2$ over $z>z'$ is again $R(z')$, so

$$\langle U_s\rangle=\frac{e^2N_s}{\varepsilon}\int_0^\infty R^2dz'=\frac{e^2N_s}{\varepsilon b}\int_0^\infty e^{-2x}\left(1+2x+2x^2+x^3+\tfrac14x^4\right)dx .$$

The five terms integrate to $\tfrac12,\tfrac12,\tfrac12,\tfrac38,\tfrac3{16}$, with sum $\tfrac{33}{16}$. In the total energy each pair of electrons counts once, whereas $\langle U_s\rangle$ per electron counts it twice. The contribution is therefore $\tfrac12\langle U_s\rangle=33e^2N_s/(32\varepsilon b)$. $\blacksquare$

For a single subband with elastic, unscreened acoustic scattering, the mobility is proportional to the effective width $W=16/(3b)$, and (8) gives the energy per electron as a function of $b$. It remains to minimize this energy to find the width, apply the result to a silicon layer at 300 K, and examine where the assumptions fail.
